# Why the Hartree-Fock energy is concave between integer electron numbers

**Question.** In Hartree-Fock theory with frozen orbitals, the energy is a straight line in the occupation of one orbital. Letting the orbitals relax can only lower the energy. Why, then, does the relaxed curve lie above the straight line joining neighbouring integers, and how far above is it for helium between one and two electrons?

**Answer.** Two different straight lines are involved. A frozen-orbital line uses one set of orbitals for every electron number. The chord between the integers joins two energies that have each been minimised with their own orbitals. Relaxation lowers the curve below the frozen-orbital lines, but the chord has already gained the full relaxation at both of its ends. At a fractional electron number, a single set of orbitals must serve as a compromise, and the curve stays above the chord.

The bending does not require the relaxation energies at the two ends to differ: equal relaxation energies also put the curve strictly above the chord, provided they are not zero. What matters is that the orbitals which are best at one end are not best at the other.

## The energy at fractional occupation

The nuclei are fixed, the treatment is non-relativistic, and the algebra is in atomic units. Take real orthonormal spin orbitals $\phi_i$, each of definite spin, in a finite basis, with occupations $0\le f_i\le 1$. The Hartree-Fock functional is

$$
E=\sum_i f_i h_{ii}+\frac12\sum_{ij}f_if_j\,(J_{ij}-K_{ij}).
$$

Here $h_{ii}$ is the kinetic energy plus the attraction to the nuclei, $J_{ij}$ is the Coulomb repulsion between the densities $\phi_i^2$ and $\phi_j^2$, and $K_{ij}$ is the exchange integral, which vanishes for opposite spins. For $i=j$ the two integrals are identical, so $J_{ii}-K_{ii}=0$.

Let the electron number be $N=M+f$, with $M$ an integer and $0\le f\le1$. We define $E(f)$ as the minimum over all orbitals and all allowed occupations, with the two spins free to be occupied differently.

The minimum can be reached with at most one fractional occupation. To see this, suppose that $f_i$ and $f_j$ are both fractional, and move $\delta$ electrons from $j$ to $i$ without changing the orbitals. The terms quadratic in $\delta$ are

$$
\frac{\delta^2}{2}\left[(J_{ii}-K_{ii})+(J_{jj}-K_{jj})-2(J_{ij}-K_{ij})\right]
=-\delta^2(J_{ij}-K_{ij}).
$$

For opposite spins, $J_{ij}-K_{ij}=J_{ij}\ge0$. For equal spins,

$$
J_{ij}-K_{ij}=\frac12\iint
\frac{[\phi_i(1)\phi_j(2)-\phi_j(1)\phi_i(2)]^2}{r_{12}}\,d1\,d2\ \ge 0,
$$

because the two squared terms each give $J_{ij}$ and the cross term gives $-2K_{ij}$. The energy is therefore a linear function of $\delta$ plus a quadratic term that is never positive. In at least one of the two directions it does not rise, and we can continue in that direction until one of the occupations reaches 0 or 1. Each such move removes a fractional occupation. Repeating it leaves $M$ full orbitals and one orbital, called $\phi_f$, with occupation $f$.

## Frozen orbitals give a straight line

With these occupations, collect the powers of $f$. The constant part contains the full orbitals alone:

$$
A=\sum_{i\le M}h_{ii}+\frac12\sum_{i,j\le M}(J_{ij}-K_{ij}).
$$

In the linear part, each pair $(i,f)$ occurs twice in the double sum, which cancels the factor $\tfrac12$:

$$
B=h_{ff}+\sum_{i\le M}(J_{if}-K_{if}).
$$

The quadratic part is $\tfrac12f^2(J_{ff}-K_{ff})=0$. Hence, for any fixed set of orbitals $\phi$,

$$
E[\phi;f]=A[\phi]+f\,B[\phi].
$$

The line is straight because the self-repulsion of the fractional electron is cancelled by its self-exchange. Without that exchange, the positive term $\tfrac12f^2J_{ff}$ would remain.

## Relaxation gives a concave curve

The relaxed energy is the lowest of all these lines at each $f$:

$$
E(f)=\min_\phi\{A[\phi]+f\,B[\phi]\}.
$$

Let $\phi^*$ be the best orbitals at $f$, with values $A^*$ and $B^*$. Since $f=(1-f)\cdot0+f\cdot1$, we can write

$$
E(f)=A^*+fB^*=(1-f)\,A^*+f\,(A^*+B^*).
$$

Now $A^*$ is the energy of $M$ electrons in the orbitals $\phi^*$, which cannot be lower than $E(0)$. Likewise $A^*+B^*$ is an energy of $M+1$ electrons and cannot be lower than $E(1)$. Therefore

$$
E(f)\ \ge\ (1-f)\,E(0)+f\,E(1).
$$

The same argument applies between any two points $f_1$ and $f_2$ of the interval, since a straight line can be split between them in the same way. The curve is thus concave throughout, not merely above its end-to-end chord.

Equality at an interior $f$ requires $A^*=E(0)$ and $A^*+B^*=E(1)$, so that the same orbitals are optimal at both ends. Conversely, if one set is optimal at both ends, its line is the chord, and the minimum cannot lie above it. In every other case the curve is strictly above the chord.

## Slopes and relaxation energies

Keep the orbitals that are best at $f$ and change the occupation by a small amount $d$. The frozen line is an upper bound:

$$
E(f+d)\le A^*+(f+d)B^*=E(f)+d\,B^*.
$$

For $d>0$ this says that the slope is at most $B^*$, and for $d<0$ that it is at least $B^*$. Where the derivative exists, it equals $B^*$. This is also the orbital eigenvalue of $\phi_f$: the expectation value of the Fock operator is $h_{ff}+\sum_{i\le M}(J_{if}-K_{if})+f(J_{ff}-K_{ff})$, whose last term is zero. So

$$
\frac{dE}{df}=\varepsilon_f .
$$

At the two ends we take the slope from inside the interval. At $f=0$ it is the eigenvalue of the lowest empty orbital, and at $f=1$ that of the highest filled one.

Let $\Delta=E(1)-E(0)$ be the slope of the chord. Adding an electron to the unrelaxed $M$-electron system gives $E(0)+\varepsilon_f(0)$. Relaxation then lowers this to $E(1)$ by

$$
R_0=E(0)+\varepsilon_f(0)-E(1)=\varepsilon_f(0)-\Delta\ \ge0.
$$

Removing the electron from the unrelaxed $(M+1)$-electron system gives $E(1)-\varepsilon_f(1)$, and relaxation lowers this to $E(0)$ by

$$
R_1=E(1)-\varepsilon_f(1)-E(0)=\Delta-\varepsilon_f(1)\ \ge0.
$$

Adding the two results gives

$$
\varepsilon_f(0)-\varepsilon_f(1)=R_0+R_1 .
$$

The total fall of the slope is the sum of the relaxation energies, not their difference. The curve leaves $f=0$ with a slope $R_0$ above that of the chord and arrives at $f=1$ with a slope $R_1$ below it.

## Which orbital causes the bending in helium

Let orbital $a$ hold one electron and orbital $b$, of opposite spin, hold $f$ electrons. Exchange between them vanishes, and

$$
E=h_{aa}+f\,(h_{bb}+J_{ab}).
$$

Suppose first that $a$ is frozen while $b$ is free. Then $b$ minimises $h_{bb}+J_{ab}$, a problem in which $f$ does not occur. The best $b$ is the same at every $f>0$, and the energy remains linear. The relaxation of the fractional orbital alone produces no curvature; the full orbital must respond.

The mechanism is as follows. As $f$ grows, the charge in $b$ repels the electron in $a$, which spreads out. For a fixed $b$, the repulsion $J_{ab}$ then falls. The orbital $b$ readjusts as well, which changes $h_{bb}$ and $J_{ab}$ separately, but to first order not their sum, because $b$ minimises that sum. So $\varepsilon_b=h_{bb}+J_{ab}$ falls. Since $\varepsilon_b$ is the slope of the energy, the curve bends downwards.

To obtain the curvature, describe small changes of the normalised orbitals by parameters $x$, the admixtures of functions orthogonal to $a$ and to $b$. The best parameters satisfy

$$
A_x+f\,B_x=0,
$$

where the subscript denotes a gradient. Differentiating with respect to $f$, and remembering that $x$ depends on $f$, gives

$$
B_x+(A_{xx}+fB_{xx})\,\frac{dx}{df}=0 .
$$

Write $g=B_x$ and $H=A_{xx}+fB_{xx}$. At a stable minimum with $f>0$, $H$ is positive definite, and $dx/df=-H^{-1}g$. (At $f=0$ itself the energy does not depend on $b$, the part of $H$ belonging to $b$ vanishes, and the inverse does not exist.) Since $dE/df=B$,

$$
\frac{d^2E}{df^2}=g^{T}\frac{dx}{df}=-g^{T}H^{-1}g\ \le 0 .
$$

For helium the part of $g$ belonging to $b$ is zero, because $b$ already minimises $B=h_{bb}+J_{ab}$. For an admixture $v$ in $a$, the density $a^2$ changes by $2av$ to first order, so the corresponding element is $g_v=2(av|bb)$, the repulsion between $2av$ and $b^2$.

Although $b$ does not start the bending, it strengthens it. Split the response equations into the two orbitals:

$$
H_{aa}x_a'+H_{ab}x_b'=-g_a,\qquad H_{ba}x_a'+H_{bb}x_b'=0 .
$$

The second gives $x_b'=-H_{bb}^{-1}H_{ba}x_a'$. Inserted in the first, it replaces the stiffness $H_{aa}$ by $H_{aa}-H_{ab}H_{bb}^{-1}H_{ba}$. The subtracted matrix has no negative eigenvalues, so $a$ becomes softer or stays the same, and the magnitude of the curvature cannot decrease.

## An estimate from the two ends

Let $D(f)=E(f)-E(0)-f\Delta$ be the height above the chord. It vanishes at both ends, and its end slopes are

$$
D'(0)=\varepsilon_f(0)-\Delta=R_0,\qquad D'(1)=\varepsilon_f(1)-\Delta=-R_1 .
$$

The cubic polynomial with these four properties is

$$
D(f)\approx f(1-f)\,[R_0(1-f)+R_1f].
$$

The factor $f(1-f)$ takes care of the zeros. Its slope is $1$ at $f=0$, where the bracket is $R_0$, and $-1$ at $f=1$, where the bracket is $R_1$. At the middle,

$$
D(\tfrac12)\approx\frac14\cdot\frac{R_0+R_1}{2}=\frac{R_0+R_1}{8}.
$$

If $R_0=R_1=R$, the estimate is the parabola $Rf(1-f)$, which is still concave. In this approximation, the midpoint height depends only on the sum $R_0+R_1$; at a fixed sum, a difference between the relaxation energies skews the curve without changing that height. The second derivative of the cubic is $R_0(6f-4)+R_1(2-6f)$, so the cubic stays concave only while neither relaxation energy exceeds twice the other; beyond that it cannot describe the concave curve near one end. At $f=\tfrac12$ the cubic has slope $(R_1-R_0)/4$ and second derivative $-(R_0+R_1)$. One Newton step therefore places the maximum near

$$
f_{\max}\approx\frac12+\frac{R_1-R_0}{4(R_0+R_1)},
$$

on the side of the larger relaxation energy.

## The numbers for helium

The calculation is unrestricted Hartree-Fock with 20 s-type Gaussian functions. Here $f=0$ is the ion with one electron and $f=1$ is the neutral atom.

| $f$ | $E$ (eV) | $D$ (eV) | $\varepsilon_b$ (eV) |
|---|---|---|---|
| 0 | −54.423 | 0 | −22.33 |
| 0.25 | −60.061 | 0.223 | −22.79 |
| 0.50 | −65.826 | 0.320 | −23.35 |
| 0.75 | −71.748 | 0.261 | −24.05 |
| 1 | −77.870 | 0 | −24.98 |

The slope of the chord is $\Delta=-23.45$ eV. The relaxation energies follow from the end slopes:

$$
R_0=-22.33+23.45=1.12\ \text{eV},\qquad
R_1=-23.45+24.98=1.53\ \text{eV}.
$$

Their sum, 2.65 eV, is the fall of $\varepsilon_b$ across the interval. The estimate for the middle is $2.65/8=0.331$ eV. The direct calculation gives

$$
D(\tfrac12)=-65.826-\frac{-54.423-77.870}{2}=0.320\ \text{eV},
$$

or 0.0118 hartree. The estimate is about 3% too high relative to this value. The largest height is 0.322 eV, at $f=0.539$. The Newton estimate gives $0.5+0.41/(4\times2.65)=0.539$, so the skew of the cubic, with $R_1>R_0$, accounts for the direction and size of the small displacement from the middle. The agreement in the third digit is partly a cancellation of errors: at $f=\tfrac12$ the cubic has slope 0.104 eV and curvature −2.65 eV, while the direct values are $\varepsilon_b-\Delta=0.099$ eV and −2.48 eV.

The orbitals change as the mechanism requires. The mean radius of $a$ grows from 0.397 angstrom in the ion to 0.491 angstrom in the atom. That of $b$ shrinks from 0.524 to 0.491 angstrom, where the two orbitals have the same radius. As $a$ spreads, it screens the nucleus less effectively for $b$.

At $f=\tfrac12$ the response formula gives a curvature of −2.48 eV, in agreement with finite differences of the energy. If $a$ alone responds to the change of $f$, the value is −2.40 eV. The response of $b$ thus supplies about 3% of the total. When $a$ is instead frozen and $b$ is relaxed, the computed energy is linear in $f$ to numerical accuracy, as derived above.

## When the curve is not concave

**Self-exchange is missing.** If the exchange of $b$ with itself is left out, the term $\tfrac12f^2J_{bb}$ survives. The relaxed curvature, taken as a second difference over $f=0.2$, 0.4 and 0.6, is then +20.4 eV. Repeating the response derivation for $E=A+fB+\tfrac12f^2J_{bb}$ gives $dE/df=B+fJ_{bb}$ and $d^2E/df^2=J_{bb}-g^{T}H^{-1}g$, where $g$ is now the gradient of $B+fJ_{bb}$ and $H$ the second derivative of the whole energy. Relaxation still contributes a negative term, but here it is outweighed by the self-repulsion. In Hartree-Fock, the cancellation of the self-repulsion is what guarantees concavity, and the change of the orbitals is what lifts the curve strictly above the chord.

**The spins are forced to be equal.** Put $N/2$ electrons of each spin in one common spatial orbital, with one-electron energy $h$ and self-repulsion $J$. The Coulomb energy is $\tfrac12N^2J$, and the exchange energy is $-2\cdot\tfrac12(N/2)^2J=-\tfrac14N^2J$. The sum is

$$
E_{\text{equal}}(N)=Nh+\frac{N^2}{4}J,
$$

which is convex for a frozen orbital. After relaxation, the helium energies at $N=1$, 1.5 and 2 are −46.30, −63.78 and −77.87 eV. The middle point lies 1.70 eV below the chord of its own end values. This does not contradict the proof, because two occupations are fractional and the transfer that would lower the energy has been forbidden. At $N=1$ the restriction raises the energy by $54.42-46.30=8.12$ eV.

**The solution is not a minimum.** The envelope argument concerns the lowest energy at each $f$. Along a smooth branch of local minima the curvature formula still has a negative or zero sign, since $H$ remains positive. At a saddle point $H$ has a negative eigenvalue, and the sign is no longer assured. If the lowest solution switches from one branch to another, the curve has a kink at which the slope falls, which concavity permits.

The size of the effect depends on how strongly the full orbitals respond. In lithium between two and three electrons, the height at the midpoint is only about 0.0002 eV. The added electron enters a 2s orbital, mostly outside the compact 1s shell. A plausible reading, not tested separately here, is that its Coulomb repulsion is nearly uniform over that shell and therefore hardly changes the shape of the 1s orbitals; for the 1s orbital of the same spin, exchange with the 2s electron enters the gradient $g$ as well.

## The chord is not the exact energy line

In the exact theory, a system with fractional average electron number is a mixture of states with integer numbers. Its energy is the weighted average of their energies. If the integer energies form a convex sequence, the best mixture uses the two neighbouring integers, and the exact energy between them is a straight line.

For the one-electron ion, Hartree-Fock is exact within the present Hamiltonian, apart from the basis error. For two electrons it omits correlation, so that its energy lies above the exact one by some $c>0$. Subtracting the exact line from the Hartree-Fock curve gives

$$
E_{\text{HF}}(f)-E_{\text{exact}}(f)=D(f)+f\,c .
$$

The height of 0.32 eV is thus the departure of Hartree-Fock from its own straight line. The error relative to the exact line contains the further term $fc$, which is linear in $f$ and adds nothing to the curvature.

The numerical check checks the helium curve at $f=\tfrac12$ against a separate radial-grid solution. It also finds no lower energy there when p functions are added and the calculation is started from random orbitals.

## Computed results

```
Helium, unrestricted Hartree-Fock, 20 s Gaussians
f | E (eV) | height above chord (eV) | eps_b (eV)
0.00 | -54.4228 | 0.0000 | -22.3324
0.25 | -60.0614 | 0.2233 | -22.7905
0.50 | -65.8263 | 0.3202 | -23.3483
0.75 | -71.7475 | 0.2609 | -24.0508
1.00 | -77.8703 | 0.0000 | -24.9788
f | mean radius of a (angstrom) | of b (angstrom)
0.00 | 0.3969 | 0.5239
0.50 | 0.4315 | 0.5098
1.00 | 0.4907 | 0.4907
Chord slope E(1)-E(0): -23.4475 eV
Two electrons in orbitals of the ion: -76.7552 eV
One electron in orbital of the atom: -52.8914 eV
Relaxation energy R0 (adding): 1.1151 eV
Relaxation energy R1 (removing): 1.5313 eV
Slope drop eps_b(0)-eps_b(1): 2.6464 eV
Cubic estimate (R0+R1)/8: 0.3308 eV
Height at f=0.5: 0.011768 hartree
Largest height: 0.3222 eV at f = 0.539
Curvature at f=0.5, response formula: -2.4822 eV
Curvature at f=0.5, finite difference: -2.4823 eV
Curvature if only a responds: -2.3976 eV
Curvature near f=0.4, no self-exchange of b: 20.4473 eV
Radial-grid energy at f=0.5: -65.824 eV
Equal spin occupations, energies (eV) at N=1, 1.5, 2: -46.2978, -63.7809, -77.8703
Equal spins, height at N=1.5: -1.6969 eV
Lithium, height at N=2.5: 0.000215 eV
```
